**Cancellation of second-order Keldysh vacuum diagrams through the later vertex**

For a bosonic mode perturbed by $V(t)=k(t)x^2/2$, the second-order part of $Z=\mathrm{Tr}[U\rho U^\dagger]$ vanishes at fixed times when the branch label of the later vertex is summed. Here $\rho$ is the thermal state, $U$ the evolution operator, $G^>$ the pair function $\langle x(\tau)x(0)\rangle$, and $B$ half the integral of $k(t_1)k(t_2)(G^>)^2$ over $t_1>t_2$. The program builds the contour-ordered correlator from number-state matrices and explicit contour positions, and asserts that the sum over the later label vanishes while the sum over the earlier label does not. It asserts that the label integrals from Wick's theorem agree with this construction and with derivatives of the numerically propagated $Z$. Further assertions cover the linear response $2\,\mathrm{Im}B$, the two-quantum probability at zero temperature, and the nonzero result for unequal branch strengths. The output shows $I_{++}=-0.005357+0.002662\,i$ and $I_{+-}=I_{-+}=0.005357$, with a total of zero over the four labels. Pairing by a fixed vertex name instead leaves $0.002662\,i$. For the forward branch alone, the remainder beyond second order is $5.7\times10^{-4}$ and falls by a factor 7.8 when the strength is halved.

## Numerical verification

```python
"""
Result under test: for one bosonic mode perturbed by V(t) = k(t) x^2 / 2, the
second-order part of Z = Tr[rho T_C exp(-i int_C V)] vanishes, and it does so
at fixed times through the sum over the branch label of the LATER vertex.

Symbols (atomic units inside the program):
  omega, mass     frequency and mass of the mode;  l2 = 1/(2 mass omega)
  occ             thermal occupation N;  G0 = l2 (2N+1) = <x^2>
  k(t)            k0 sin^2(pi t/T) on 0 < t < T
  s = +1, -1      forward and backward branch, vertex factor -i s
  G>(tau)         <x(tau) x(0)>
  B               (1/2) int_{t1>t2} k(t1) k(t2) G>(t1-t2)^2
  phi             (1/2) int k(t) G0 dt
  Z(c+, c-)       Tr[U(c+ k) rho U(c- k)^dagger]
"""
import numpy as np
from scipy.constants import physical_constants, angstrom, femto

hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_ang = physical_constants["Bohr radius"][0] / angstrom
time_fs = physical_constants["atomic unit of time"][0] / femto

# ---------------------------------------------------------------- inputs
omega_ev, kt_ev, mass = 0.05, 0.025, 20000.0
k0_ev_ang2, pulse_fs = 1.0, 40.0
omega = omega_ev / hartree_ev
k0 = k0_ev_ang2 / hartree_ev * bohr_ang**2
T = pulse_fs / time_fs
l2 = 1.0 / (2.0 * mass * omega)
occ = 1.0 / np.expm1(omega_ev / kt_ev)
G0 = l2 * (2 * occ + 1)


def k(t):
    return k0 * np.sin(np.pi * t / T) ** 2


def g_greater(tau, n):
    return l2 * ((n + 1) * np.exp(-1j * omega * tau)
                 + n * np.exp(1j * omega * tau))


# ------------------------------------------ Wick side: Gauss quadrature
nodes, weights = np.polynomial.legendre.leggauss(60)
u, wu = 0.5 * (nodes + 1), 0.5 * weights


def ordered_B(n):
    late = T * u[:, None]
    early = late * u[None, :]
    area = T * wu[:, None] * late * wu[None, :]
    return 0.5 * np.sum(area * k(late) * k(early)
                        * g_greater(late - early, n) ** 2)


B = ordered_B(occ)
phi = 0.5 * G0 * np.sum(T * wu * k(T * u))
I_pp = -B - phi**2 / 2
I_mm = np.conj(I_pp)
I_mixed_each = B.real + phi**2 / 2

# ------------------------------------------ number-state matrices
dim = 40
level = np.arange(dim)
lower = np.diag(np.sqrt(np.arange(1, dim + 4)), 1)
x_big = np.sqrt(l2) * (lower + lower.T)
X2 = (x_big @ x_big)[:dim, :dim]
p = np.exp(-level * omega_ev / kt_ev)
p /= p.sum()
assert abs(np.sum(p * level) - occ) < 1e-12
assert abs(np.sum(p * np.diag(X2)) - G0) < 1e-12 * G0


def correlator(tau):
    """<x^2(tau) x^2(0)> as an explicit sum over number states."""
    total = 0
    for d in (-2, 0, 2):
        n = level[max(0, -d):dim - max(0, d)]
        strength = np.sum(p[n] * X2[n, n + d] ** 2)
        total = total + strength * np.exp(-1j * d * omega * tau)
    return total


tau_test = np.linspace(-T, T, 41)
wick = G0**2 + 2 * g_greater(tau_test, occ) ** 2
assert np.max(abs(correlator(tau_test) - wick)) < 1e-11 * G0**2

# ------------------------- contour ordering from positions on the contour
n_grid = 600
dt_grid = T / n_grid
t = (np.arange(n_grid) + 0.5) * dt_grid
t1, t2 = t[:, None], t[None, :]
c12, c21 = correlator(t1 - t2), correlator(t2 - t1)


def position(time, s):
    return time if s > 0 else 2 * T - time


ordered = {}
label_sum = {}
for s1 in (1, -1):
    for s2 in (1, -1):
        first_is_later = position(t1, s1) > position(t2, s2)
        ordered[s1, s2] = np.where(first_is_later, c12, c21)
        label_sum[s1, s2] = (-s1 * s2 / 8 * dt_grid**2
                             * np.sum(k(t1) * k(t2) * ordered[s1, s2]))

later_1 = t1 > t2
worst_late = 0.0
for s2 in (1, -1):
    rest = (ordered[1, s2] - ordered[-1, s2])[later_1]
    worst_late = max(worst_late, np.max(abs(rest)) / G0**2)
early_rest = (ordered[1, 1] - ordered[1, -1])[later_1]
worst_early = np.max(abs(early_rest)) / G0**2
assert worst_late < 1e-12
assert worst_early > 0.1          # the earlier label does not cancel

scale = abs(I_pp)
grid_total = sum(label_sum.values())
assert abs(grid_total) < 1e-11 * scale
# midpoint rule with a kink on the diagonal: relative error about 1e-5
assert abs(label_sum[1, 1] - I_pp) < 1e-4 * scale
assert abs(label_sum[-1, -1] - I_mm) < 1e-4 * scale
assert abs(label_sum[1, -1] - I_mixed_each) < 1e-4 * scale
assert abs(label_sum[-1, 1] - I_mixed_each) < 1e-4 * scale
naive_pair = label_sum[1, 1] + label_sum[-1, 1]
assert abs(naive_pair + 1j * B.imag) < 1e-4 * scale
assert abs(naive_pair) > 0.01 * scale

# ------------------------- full propagation, no perturbation theory
x2_values, x2_vectors = np.linalg.eigh(X2)
n_steps = 2000
dt = T / n_steps
half_step = np.exp(-0.5j * level * omega * dt)[:, None]


def propagate(c):
    """Interaction-picture U for strength c*k, and int (k/2) <x^2> dt."""
    U = np.eye(dim, dtype=complex)
    work = 0.0
    for j in range(n_steps):
        kj = k((j + 0.5) * dt)
        U = half_step * U
        in_x2 = x2_vectors.T @ U
        mean_x2 = np.sum(x2_values[:, None] * abs(in_x2) ** 2 * p)
        work += 0.5 * kj * mean_x2 * dt
        kick = np.exp(-0.5j * c * kj * x2_values * dt)[:, None]
        U = half_step * (x2_vectors @ (kick * in_x2))
    return np.exp(1j * level * omega * T)[:, None] * U, work


def Z(U_forward, U_backward):
    return np.sum(U_forward * p[None, :] * np.conj(U_backward))


h, ratio = 0.02, 0.9
one = np.eye(dim)
U_p, work_p = propagate(h)
U_m, work_m = propagate(-h)
V_p, _ = propagate(ratio * h)
V_m, _ = propagate(-ratio * h)

phi_num = 1j * (Z(U_p, one) - Z(U_m, one)) / (2 * h)
I_pp_num = (Z(U_p, one) + Z(U_m, one) - 2) / (2 * h**2)
mixed_num = (Z(U_p, U_p) - Z(U_p, U_m) - Z(U_m, U_p)
             + Z(U_m, U_m)) / (4 * h**2)
# finite differences in the strength: relative error of order h^2 times 0.1
assert abs(phi_num - phi) < 1e-4 * phi
assert abs(I_pp_num - I_pp) < 1e-4 * scale
assert abs(mixed_num - 2 * I_mixed_each) < 1e-4 * scale

# earlier label summed instead: linear response of <x^2>
response_num = (work_p - work_m) / (2 * h)
assert abs(response_num - 2 * B.imag) < 1e-4 * abs(B.imag)

# unequal strengths on the two branches
Z2_unequal = I_pp + ratio**2 * I_mm + 2 * ratio * I_mixed_each
Z2_unequal_num = (Z(U_p, V_p) + Z(U_m, V_m) - 2) / (2 * h**2)
assert abs(Z2_unequal_num - Z2_unequal) < 1e-4 * scale
assert abs(Z2_unequal) > 0.01 * scale


# real part of B from the pulse spectrum
def spectrum(nu):
    if nu == 0:
        return k0 * T / 2
    return k0 * np.sin(nu * T / 2) / nu / (1 - (nu * T / (2 * np.pi)) ** 2)


k_2w, k_0 = spectrum(2 * omega), spectrum(0)
two_re_B = l2**2 / 2 * (((occ + 1) ** 2 + occ**2) * k_2w**2
                        + 2 * occ * (occ + 1) * k_0**2)
assert abs(two_re_B - 2 * B.real) < 1e-10 * abs(B)

# zero temperature: probability of creating two quanta
P2 = l2**2 / 2 * k_2w**2
P2_num = abs((U_p[2, 0] - U_m[2, 0]) / (2 * h)) ** 2
B_cold = ordered_B(0.0)
assert abs(P2_num - P2) < 1e-4 * P2
assert abs(2 * B_cold.real - P2) < 1e-10 * P2

# size of what lies beyond second order on the forward branch alone
Z_full = Z(propagate(1.0)[0], one)
Z_half = Z(propagate(0.5)[0], one)
Z_second = 1 - 1j * phi + I_pp
rest_full = abs(Z_full - Z_second)
rest_half = abs(Z_half - (1 - 0.5j * phi + 0.25 * I_pp))
assert 7 < rest_full / rest_half < 9     # third order: factor near 8


def show(label, value, unit=""):
    if isinstance(value, complex):
        text = f"{value.real:+.6e} {value.imag:+.6e} i"
    else:
        text = f"{value:.6g}"
    print(f"{label}: {text} {unit}".rstrip())


print("INPUTS (round model parameters)")
show("mode energy", omega_ev, "eV")
show("thermal energy kT", kt_ev, "eV")
show("mass", mass, "electron masses")
show("peak k0", k0_ev_ang2, "eV/angstrom^2")
show("pulse length T", pulse_fs, "fs")
print("INTERMEDIATE VALUES")
show("own spring constant M omega^2",
     mass * omega**2 * hartree_ev / bohr_ang**2, "eV/angstrom^2")
show("length l", np.sqrt(l2) * bohr_ang, "angstrom")
show("occupation N", occ)
show("thermal <x^2> = G0", G0 * bohr_ang**2, "angstrom^2")
show("l^2 k~(0)", l2 * k_0)
show("l^2 |k~(2 omega)|", l2 * abs(k_2w))
show("phi", phi)
show("phi^2/2", phi**2 / 2)
show("B", complex(B))
print("TIME-ORDERED CONNECTED TERMS (later label first)")
show("A++", complex(-B))
show("A-+", complex(B))
show("A+-", complex(np.conj(B)))
show("A--", complex(-np.conj(B)))
print("FULL-SQUARE LABEL INTEGRALS, both diagrams, Wick")
show("I++", complex(I_pp))
show("I--", complex(I_mm))
show("I+- = I-+", I_mixed_each)
print("CHECKS FROM NUMBER STATES")
show("I++ from contour grid", complex(label_sum[1, 1]))
show("I++ from propagation", complex(I_pp_num))
show("I+- + I-+ from propagation", float(mixed_num.real))
print(f"abs. sum of four labels on grid: {abs(grid_total):.1e}")
print(f"largest rest, later label summed, / G0^2: {worst_late:.1e}")
show("largest rest, earlier label summed, / G0^2", worst_early)
show("I++ + I-+ (wrong pairing), grid", complex(naive_pair))
print("MEANING")
show("2 Im B", 2 * B.imag)
show("response int (k/2) d<x^2> dt, propagation", response_num)
show("2 Re B", 2 * B.real)
show("N=0: two-quantum probability, formula", P2)
show("N=0: two-quantum probability, propagation", P2_num)
show("backward/forward strength", ratio)
show("Z2 for unequal branches, formula", complex(Z2_unequal))
show("Z2 for unequal branches, propagation", complex(Z2_unequal_num))
show("forward branch alone, to second order", complex(Z_second))
show("forward branch alone, all orders", complex(Z_full))
show("size of the difference", rest_full)
show("difference ratio, full to half strength", rest_full / rest_half)
print("no test failed")
```

It prints:

```
INPUTS (round model parameters)
mode energy: 0.05 eV
thermal energy kT: 0.025 eV
mass: 20000 electron masses
peak k0: 1 eV/angstrom^2
pulse length T: 40 fs
INTERMEDIATE VALUES
own spring constant M omega^2: 6.56171 eV/angstrom^2
length l: 0.0617251 angstrom
occupation N: 0.156518
thermal <x^2> = G0: 0.00500264 angstrom^2
l^2 k~(0): 0.115768
l^2 |k~(2 omega)|: 0.0607374
phi: 0.0760035
phi^2/2: 0.00288827
B: +2.469141e-03 -2.662369e-03 i
TIME-ORDERED CONNECTED TERMS (later label first)
A++: -2.469141e-03 +2.662369e-03 i
A-+: +2.469141e-03 -2.662369e-03 i
A+-: +2.469141e-03 +2.662369e-03 i
A--: -2.469141e-03 -2.662369e-03 i
FULL-SQUARE LABEL INTEGRALS, both diagrams, Wick
I++: -5.357407e-03 +2.662369e-03 i
I--: -5.357407e-03 -2.662369e-03 i
I+- = I-+: 0.00535741
CHECKS FROM NUMBER STATES
I++ from contour grid: -5.357407e-03 +2.662350e-03 i
I++ from propagation: -5.357404e-03 +2.662341e-03 i
I+- + I-+ from propagation: 0.0107147
abs. sum of four labels on grid: 0.0e+00
largest rest, later label summed, / G0^2: 0.0e+00
largest rest, earlier label summed, / G0^2: 3.04638
I++ + I-+ (wrong pairing), grid: +0.000000e+00 +2.662350e-03 i
MEANING
2 Im B: -0.00532474
response int (k/2) d<x^2> dt, propagation: -0.00532474
2 Re B: 0.00493828
N=0: two-quantum probability, formula: 0.00184452
N=0: two-quantum probability, propagation: 0.00184449
backward/forward strength: 0.9
Z2 for unequal branches, formula: -5.357407e-05 +5.058500e-04 i
Z2 for unequal branches, propagation: -5.357201e-05 +5.058504e-04 i
forward branch alone, to second order: +9.946426e-01 -7.334113e-02 i
forward branch alone, all orders: +9.951479e-01 -7.308644e-02 i
size of the difference: 0.000565904
difference ratio, full to half strength: 7.77093
no test failed
```
